# Barrier of Dopant-Cluster Dissolution from Peaks at Two Heating Rates

## Question

An implanted boron layer in silicon contains boron-interstitial clusters, which hold part of the dopant inactive. The layer is heated at a constant rate \(\beta\), so that \(T=T_0+\beta t\). Let \(N\) be the fraction of the clustered dopant that is still clustered. Assume first-order dissolution with one barrier \(E\) and a constant prefactor \(k_0\):

\[
\frac{dN}{dt}=-k(T)\,N,\qquad k(T)=k_0\,e^{-E/k_BT}.
\]

The ramp starts so cold that \(N=1\) initially and nothing dissolves before it. The release rate \(R=kN\) peaks at \(T_1=900\) K for \(\beta_1=1\) K/s and at \(T_2=950\) K for \(\beta_2=10\) K/s. Use \(k_B=8.61733\times10^{-5}\) eV/K.

**(a)** Show that \(R\) has one maximum, and find the condition that fixes its temperature \(T_p\).

**(b)** Find \(E\) and \(k_0\).

**(c)** Find the fraction still clustered at each peak, and the full width of the peaks at half maximum for a large barrier. For a clustered dose of \(10^{14}\) cm\(^{-2}\), what is the largest release rate at 1 K/s?

**(d)** Predict the peak temperature at 100 K/s.

**(e)** Each peak temperature has an independent standard error of 1 K. What is the standard error of \(E\)? What does an offset common to both readings do?

**(f)** A colleague proposes \(k_0=10^{13}\) s\(^{-1}\), a typical atomic attempt frequency. Keep the first peak at 900 K and decide whether the second peak allows this.

**(g)** Estimate how the following would affect the barrier: a thermal lag of 0.3 s between thermometer and sample; a prefactor proportional to \(T^2\); recapture of released atoms; a spread of barriers; and reading the peak from the sheet conductance. Relate the result to real boron clusters.

## Model answers

### (a) The peak condition

Since \(R=kN\), its logarithm is \(\ln R=\ln k+\ln N\). With \(k_0\) constant,

\[
\frac{d\ln k}{dT}=\frac{d}{dT}\left(-\frac{E}{k_BT}\right)=\frac{E}{k_BT^2}.
\]

Along the ramp \(dT=\beta\,dt\), so the rate law gives

\[
\frac{d\ln N}{dT}=\frac1\beta\,\frac{1}{N}\frac{dN}{dt}=-\frac{k(T)}{\beta}.
\]

Adding the two,

\[
\frac{d\ln R}{dT}=\frac{E}{k_BT^2}-\frac{k(T)}{\beta}.
\]

The first term falls with temperature and the subtracted term rises, so the slope decreases steadily. It is positive at low temperature, where \(k\to0\), and negative at high temperature, where \(k\to k_0\) while \(E/k_BT^2\to0\). It therefore vanishes once, and that point is a maximum:

\[
\frac{\beta E}{k_BT_p^2}=k_0\,e^{-E/k_BT_p}.
\]

Heating speeds up dissolution, while depletion leaves less to dissolve. At the peak the two effects balance.

### (b) Barrier and prefactor

Multiply the peak condition by \(k_B/E\) and take the logarithm:

\[
\ln\frac{\beta}{T_p^2}=\ln\frac{k_0k_B}{E}-\frac{E}{k_BT_p}.
\]

This is the Kissinger line. The numerical values inside the logarithms refer to fixed units, which cancel when two such equations are subtracted. Taking the second peak minus the first removes \(k_0\):

\[
\ln\frac{\beta_2}{\beta_1}-2\ln\frac{T_2}{T_1}
=\frac{E}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right).
\]

Hence

\[
E=\frac{k_BL}{D},\qquad
L=\ln\frac{\beta_2}{\beta_1}-2\ln\frac{T_2}{T_1},\qquad
D=\frac1{T_1}-\frac1{T_2}.
\]

No approximation has been made within the stated model. The numbers are

\[
L=2.30259-0.10813=2.1945,\qquad D=5.84795\times10^{-5}\ \mathrm{K^{-1}},
\]

\[
\frac{E}{k_B}=\frac{L}{D}=37525\ \mathrm K,\qquad
E=3.23\ \mathrm{eV}\quad(312\ \mathrm{kJ/mol}).
\]

Dropping the term \(2\ln(T_2/T_1)\) would raise the result by the factor \(2.3026/2.1945\), that is, by 5%.

The peak condition also gives the rate constant at 900 K:

\[
k(T_1)=\frac{\beta_1E}{k_BT_1^2}=\frac{1\times37525}{900^2}\ \mathrm{s^{-1}}=0.0463\ \mathrm{s^{-1}}.
\]

Its inverse, 21.6 s, is the lifetime of a cluster held at 900 K. Since \(E/k_BT_1=41.695\),

\[
k_0=k(T_1)\,e^{41.695}=5.9\times10^{16}\ \mathrm{s^{-1}}.
\]

Direct integration of the rate equation in time with these two constants, without use of the peak condition, puts the maxima at 900.00 K and 950.00 K.

### (c) Fraction left and peak width

Write \(\theta=E/k_B\) and \(x=\theta/T_p\). Integrating \(d\ln N/dT=-k/\beta\) up to the peak gives

\[
-\ln N(T_p)=\frac{k_0}{\beta}\int_0^{T_p}e^{-\theta/T}\,dT.
\]

The lower limit may be set to zero because the ramp starts where dissolution is negligible. Substitute \(u=\theta/T\), for which \(dT=-\theta\,du/u^2\), and integrate by parts:

\[
\int_0^{T_p}e^{-\theta/T}dT
=\theta\int_x^\infty\frac{e^{-u}}{u^2}\,du
=\theta\left[\frac{e^{-x}}{x}-E_1(x)\right],
\qquad E_1(x)=\int_x^\infty\frac{e^{-u}}{u}\,du.
\]

The peak condition supplies \(k_0/\beta=(\theta/T_p^2)e^x\). Because \(\theta^2/T_p^2=x^2\),

\[
-\ln N(T_p)=x^2\left[\frac1x-e^xE_1(x)\right]
=x\left[1-x e^xE_1(x)\right].
\]

For large \(x\), \(x e^xE_1(x)=1-1/x+2/x^2-6/x^3+\dots\), so

\[
-\ln N(T_p)=1-\frac2x+\frac6{x^2}-\dots
\]

The limit of a very large barrier is \(N(T_p)=1/e=0.368\). Here \(x=41.7\) at the first peak and 39.5 at the second, and the full expression gives 0.385 and 0.386. Slightly more than 60% of the clustered dopant has been released at either peak.

For the width, define \(y=(T-T_p)\theta/T_p^2\). Near the peak \(\theta/T\approx x-y\), so \(k\approx k(T_p)e^y\). Using \(k(T_p)/\beta=\theta/T_p^2\),

\[
\frac{dN}{dy}=\frac{T_p^2}{\theta}\frac{dN}{dT}
=-\frac{T_p^2}{\theta}\frac{k(T_p)}{\beta}e^yN=-e^yN,
\qquad N=\exp(-e^y).
\]

With \(z=e^y\), the rate is proportional to \(ze^{-z}\), whose maximum is \(1/e\) at \(z=1\). The half-height points \(z_-<1<z_+\) are the two roots of \(ze^{-z}=1/(2e)\). The width in \(y\) is \(\ln(z_+/z_-)=2.446\), which in temperature becomes

\[
\Delta T\simeq2.446\,\frac{k_BT_p^2}{E}.
\]

This gives 52.8 K at 1 K/s and 58.8 K at 10 K/s. Integration of the full rate law gives 51.1 K and 56.9 K, so the limiting formula is about 3% too wide relative to these values. Each peak is about as wide as the separation of the two peaks, so their maxima must be located to a small fraction of their width.

At 1 K/s the largest release rate is

\[
10^{14}\times0.3847\times0.04633\ \mathrm{cm^{-2}s^{-1}}
=1.78\times10^{12}\ \mathrm{cm^{-2}s^{-1}}.
\]

### (d) Peak at 100 K/s

Put \(T_p=\theta/x\) into the peak condition:

\[
\frac{\beta x^2}{\theta}=k_0e^{-x}
\quad\Rightarrow\quad x^2e^x=\frac{k_0\theta}{\beta}
\quad\Rightarrow\quad
\frac x2e^{x/2}=\frac12\sqrt{\frac{k_0\theta}{\beta}}.
\]

The last step takes the positive square root and divides by two. The Lambert function \(W\) is defined by \(We^W=a\), so

\[
T_p=\frac{\theta}{2W(a)},\qquad a=\frac12\sqrt{\frac{k_0\theta}{\beta}}.
\]

For 100 K/s, \(a=2.36\times10^9\) and \(W=18.66\), hence \(T_p=1006\) K. Direct integration of the rate equation agrees with this formula to within 0.02 K. The second tenfold increase in heating rate moves the peak by 56 K, compared with 50 K for the first. A third measurement at this rate would be only a weak test of the assumed kinetics, though a strong test of thermal lag. Independent reading errors of 1 K in the first two peaks already make the prediction uncertain by about 2.6 K. By contrast, the \(T^2\) prefactor, the thermally activated recapture and the barrier spread of part (g) each put the third peak within 0.3 K of the value extrapolated from their own first two peaks. The thermal lag of part (g) behaves differently. At 100 K/s it amounts to \(\beta\tau=30\) K, and a lagging sample read at 900 K and 950 K shows its third peak near 1029 K, about 24 K above the extrapolated value.

### (e) Errors in the peak temperatures

Differentiate \(E=k_BL/D\). For the first peak, \(\partial L/\partial T_1=2/T_1\) and \(\partial D/\partial T_1=-1/T_1^2\). Therefore

\[
\frac{\partial E}{\partial T_1}
=\frac{k_B}{D}\frac{2}{T_1}+\frac{k_BL}{D^2}\frac1{T_1^2}
=\frac1D\left(\frac{E}{T_1^2}+\frac{2k_B}{T_1}\right)
=0.0715\ \mathrm{eV/K}.
\]

For the second peak both derivatives change sign:

\[
\frac{\partial E}{\partial T_2}
=-\frac1D\left(\frac{E}{T_2^2}+\frac{2k_B}{T_2}\right)
=-0.0644\ \mathrm{eV/K}.
\]

Independent errors of 1 K combine to

\[
\sqrt{0.0715^2+0.0644^2}\ \mathrm{eV}=0.096\ \mathrm{eV},
\]

or 3% of \(E\). The result should be reported as \(3.23\pm0.10\) eV, for these reading errors alone. A common offset nearly cancels: its effect is \(0.0715-0.0644=0.007\) eV per kelvin. The separation of the peaks therefore matters far more than the absolute calibration.

### (f) Is the proposed prefactor allowed?

With the first peak fixed, write \(x=E/k_BT_1\). The peak condition becomes \(\beta_1x/T_1=k_0e^{-x}\), or

\[
xe^x=\frac{k_0T_1}{\beta_1}=9\times10^{15},\qquad
x=W(9\times10^{15})=33.23.
\]

This gives \(E=k_BT_1x=2.58\) eV. The formula of part (d), used with this barrier and prefactor at 10 K/s, then puts the second peak at 962.8 K.

The stated peak lies 12.8 K lower. With reading errors of 1 K, the proposal is incompatible with the two peaks within this rate law. The fitted prefactor is about 5900 times larger than the proposed one. If \(10^{13}\) s\(^{-1}\) is taken as the true attempt frequency, the excess could be read as an activation entropy of \(k_B\ln5900\approx9\,k_B\), uncertain by roughly \(1\,k_B\) because of the reading errors. That reading is a conjecture: two peak temperatures cannot distinguish it from a systematic error in the separation or from different kinetics.

### (g) What the simple model leaves out

**Thermal lag.** Let the sample temperature \(T_s\) follow the reading \(T_r\) as \(\tau\,dT_s/dt=T_r-T_s\). After the initial transient both rise at the rate \(\beta\), so \(T_s=T_r-\beta\tau\). For \(\tau=0.3\) s the true peaks are at 899.7 K and 947.0 K. The corrected barrier is 3.42 eV, which is 0.18 eV higher. The lag grows with the heating rate, so it does not cancel as a common offset does.

For the other effects, peaks were computed with the barrier held at 3.234 eV and then analysed by the formula of part (b). The change is the error made by ignoring the effect.

**Prefactor proportional to \(T^2\).** The temperature slope of the rate constant becomes

\[
\frac{d\ln k}{dT}=\frac{E}{k_BT^2}+\frac2T=\frac{E+2k_BT}{k_BT^2}.
\]

The apparent barrier should thus exceed \(E\) by about \(2k_BT=0.16\) eV at 925 K. The computed peaks give 3.39 eV, in agreement.

**Recapture.** Let \(r\) set the ratio \(rN\) of recapture to escape for a released atom. The escape probability is \(1/(1+rN)\), and the net rate is \(kf(N)\) with \(f=N/(1+rN)\). For constant \(r\), \(d\ln f/dt=-kf'(N)\), so the peak condition becomes

\[
\frac{\beta E}{k_BT_p^2}=k(T_p)\,f'(N_p),
\]

where \(N_p\) is the fraction left at the peak. If \(f'(N_p)\) is the same at both heating rates, it cancels from the difference and the formula still returns \(E\). For \(r=1\) the apparent barrier is 3.232 eV, so this holds closely.

If instead \(r=1\) at 900 K and falls on heating as \(e^{0.3\,\mathrm{eV}/k_BT}\), escape becomes easier as the sample warms. The net rate at given \(N\) then rises faster than \(k\), and the apparent barrier increases to 3.36 eV.

**Barrier spread.** Independent groups of clusters with a Gaussian spread of standard deviation 0.05 eV, and the same \(k_0\), give peaks at 896.9 K and 946.8 K. Both move down by nearly the same amount, so the apparent barrier changes little; the computed peaks give 3.22 eV.

**Conductance signal.** Suppose the implanted layer is a film about 0.1 μm thick, electrically isolated from the wafer. Let the mobility vary as \(1/T\), and let the dose already active equal the initially clustered dose. The sheet conductance is then proportional to \([1+(1-N)]/T\). For the dose of part (c), the active boron in such a film would average 1 to \(2\times10^{19}\) cm\(^{-3}\), comparable to or above its equilibrium solubility near 900 K, so the example also assumes that released boron does not precipitate again. The maxima of its temperature derivative lie about 1 K below those of \(R\), and the apparent barrier is 3.24 eV. Without the isolation this reading fails: at 900 K silicon contains roughly \(4\times10^{17}\) cm\(^{-3}\) intrinsic electrons and as many holes. Through a wafer 0.5 mm thick that is about \(2\times10^{16}\) cm\(^{-2}\) of each, which hides the signal of the implanted dose.

**The real case.** Boron-interstitial clusters in implanted silicon dissolve in anneals at about 800 °C and above, with barriers of very roughly 3 eV, so the resulting barrier is of a plausible size. The peak temperatures were chosen for the exercise and are not measured values. The dissolution rate they imply is too fast for typical real clusters: the fitted constants give a lifetime of about 0.03 s at 800 °C, where clusters in implanted layers can last for minutes to hours. With the same barrier, a lifetime of 5 min to 1 h at 800 °C would need a prefactor of only \(5\times10^{12}\) to \(4\times10^{11}\) s\(^{-1}\) and would put the 1 K/s peak near 1140 to 1230 K instead of 900 K. The fitted prefactor, well above a typical attempt frequency, thus reflects the chosen peak temperatures. Real clusters have several sizes and exchange boron and self-interstitials with their surroundings, which breaks the assumption of a single first-order step. In the cases computed here, the barrier spread moves the result by about 0.02 eV and thermally activated recapture by 0.13 eV. These shifts depend on the chosen strengths and are not limits for a real layer. The value 3.23 eV is therefore an effective barrier for this rate law; identifying it with one atomic step needs further evidence. A few more peak temperatures would expose a thermal lag but may not reveal a departure from first-order, single-barrier kinetics. A non-exponential decay at constant temperature would show that the kinetics are not simply first order, but an exponential decay alone would not prove a single atomic step. The numerical output lists most of the values used above.

## Values computed for the example and the checks

```
Boltzmann constant: 8.617333e-05 eV/K
Input ramps: 1 and 10 K/s
Input peak temperatures: 900 and 950 K
ln(ramp2/ramp1): 2.30259
2 ln(T2/T1): 0.10813
Difference of these logarithms: 2.19445
1/T1 - 1/T2: 5.84795e-05 1/K
E/kB: 37525.1 K
Kissinger energy E: 3.2337 eV
Kissinger energy E: 312.0 kJ/mol
Prefactor k0: 5.937e+16 1/s
Simulated peaks: 900.000, 950.000 K
At 1 K/s, E/(kB Tp): 41.695
At 1 K/s, rate constant at peak: 0.04633 1/s
At 1 K/s, fraction left at peak: 0.3847
At 1 K/s, full width at half maximum: 51.13 K
At 1 K/s, large-barrier width: 52.81 K
At 1 K/s, peak release: 1.782e+12 1/(cm2 s)
At 10 K/s, E/(kB Tp): 39.500
At 10 K/s, rate constant at peak: 0.41579 1/s
At 10 K/s, fraction left at peak: 0.3856
At 10 K/s, full width at half maximum: 56.88 K
At 10 K/s, large-barrier width: 58.84 K
At 10 K/s, peak release: 1.603e+13 1/(cm2 s)
Value of 1/e: 0.3679
Width constant: 2.4464
Chosen clustered dose: 1.0e+14 1/cm2
Isothermal lifetime at 900 K: 21.59 s
Predicted peak at 100 K/s: 1005.72 K
dE/dT1: 0.0715 eV/K
dE/dT2: -0.0644 eV/K
E error, independent 1 K errors: 0.0962 eV
Comparison prefactor: 1.0e+13 1/s
k0 / comparison prefactor: 5937
Barrier with comparison prefactor: 2.5774 eV
Its peak at 10 K/s: 962.80 K
Thermal lag: 0.3 s; E after correction: 3.4151 eV
Prefactor power of T: 2; apparent E: 3.3892 eV
Barrier spread: 0.05 eV; apparent E: 3.2178 eV
Spread-model peaks: 896.88, 946.78 K
Constant capture ratio: 1.0; apparent E: 3.2322 eV
Activation energy of capture ratio: 0.3 eV
Activated recapture, apparent E: 3.3645 eV
Conductance peaks: 899.09, 948.94 K
Conductance-derivative apparent E: 3.2369 eV
```
